# The Uehling Shift of s States: Low-Z Law and Finite Nucleus: test program

```python
# Result under test: the Uehling (one-loop vacuum polarization) potential
#   V_U(r) = -(2 alpha Z/3 pi) Int_1^inf dt w(t) <exp(-2ct|r-r'|)/|r-r'|>_nucleus,
#   w(t) = (1 + 1/(2t^2)) sqrt(t^2-1)/t^2,
# shifts ns levels at low Z by -4 alpha^3 Z^4/(15 pi n^3) hartree, and its
# radial integral with Dirac functions gives the shift for a finite nucleus.
# Hartree atomic units: c = 1/alpha; Z nuclear charge; R radius of a uniform
# spherical nucleus; P, Q large and small radial Dirac functions;
# gamma = sqrt(1-(Z alpha)^2). The vacuum response test uses hbar = m = c = 1.
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq
from scipy.special import gamma as gamma_function, eval_genlaguerre

alpha = sc.fine_structure
c = 1 / alpha
pi = np.pi
bohr = sc.physical_constants["Bohr radius"][0]
hartree_eV = sc.physical_constants["Hartree energy in eV"][0]
hartree_Hz = sc.physical_constants["hartree-hertz relationship"][0]


def gauss(a, b, n):
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (b - a) * x + 0.5 * (a + b), 0.5 * (b - a) * w


# Spectral quadrature: t = cosh(y), spectral_weight = w(t) dt
y_nodes, y_weights = gauss(0.0, 24.0, 320)
t = np.cosh(y_nodes)
spectral_weight = y_weights * (1 + 0.5 / t**2) * np.tanh(y_nodes)**2
moment2 = np.sum(spectral_weight / t**2)
moment3 = np.sum(spectral_weight / t**3)
assert abs(moment2 - 2 / 5) < 1e-10
assert abs(moment3 - 5 * pi / 64) < 1e-10

# Spin sum over pair states from explicit Dirac matrices
sigma = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]), np.diag([1.0 + 0j, -1.0])]
alpha_matrices = [np.kron(sigma[0], s) for s in sigma]
beta_matrix = np.kron(sigma[2], np.eye(2))


def projector(p, sign):
    h = beta_matrix + sum(p[i] * alpha_matrices[i] for i in range(3))
    return 0.5 * (np.eye(4) + sign * h / np.sqrt(1 + p @ p))


rng = np.random.default_rng(4)
for _ in range(5):
    p1, p2 = rng.normal(size=3), rng.normal(size=3)
    e12 = np.sqrt((1 + p1 @ p1) * (1 + p2 @ p2))
    cross = np.cross(p1, p2)
    formula = (cross @ cross + (p1 - p2) @ (p1 - p2)) / (
        e12 * (e12 + p1 @ p2 + 1))
    trace = np.trace(projector(p1, 1) @ projector(p2, -1)).real
    assert abs(trace - formula) < 1e-12


# Static vacuum response: direct sum over pair momenta against spectral form
def pair_integrand(q, p, u):
    e1 = np.sqrt(1 + p**2 + q**2 / 4 + p * q * u)
    e2 = np.sqrt(1 + p**2 + q**2 / 4 - p * q * u)
    overlap = (1 + p**2 * (1 - u**2)) / (
        e1 * e2 * (e1 * e2 + p**2 - q**2 / 4 + 1))
    return overlap / (e1 + e2)


def response_direct(q):
    x, wx = gauss(0.0, 1.0, 240)
    u, wu = gauss(-1.0, 1.0, 80)
    p = (x / (1 - x))[:, None]
    jac = (wx / (1 - x)**2)[:, None]
    diff = pair_integrand(q, p, u) - pair_integrand(0.0, p, u)
    return -2 * np.sum(jac * wu * 2 * pi * p**2 * diff) / (2 * pi)**3


def response_spectral(q):
    return q**2 / (6 * pi**2) * np.sum(spectral_weight / (q**2 + 4 * t**2))


for q in (0.5, 2.0, 4.0):
    assert abs(response_direct(q) / response_spectral(q) - 1) < 1e-5


# Yukawa function exp(-mu r)/r averaged over a uniform sphere of radius R
def folded_yukawa(mu, r, R):
    x = mu * R
    ri, ro = np.minimum(r, R), np.maximum(r, R)
    inside = 3 / (mu**2 * R**3) * (1 - (1 + x) * np.exp(mu * ri - x)
                                   * (-np.expm1(-2 * mu * ri)) / (2 * mu * ri))
    outside = 1.5 / x**3 * ((x - 1) * np.exp(-mu * (ro - R))
                            + (x + 1) * np.exp(-mu * (ro + R))) / ro
    return np.where(r < R, inside, outside)


def folded_direct(mu, r, R):
    u, wu = gauss(-1.0, 1.0, 100)
    x, wx = gauss(0.0, 1.0, 60)
    density = 3 / (4 * pi * R**3)
    if r < R:      # spherical coordinates centred on the field point
        chord = -r * u + np.sqrt(R**2 - r**2 * (1 - u**2))
        s = x[:, None] * chord
        return density * 2 * pi * np.sum(
            wx[:, None] * wu * chord * s * np.exp(-mu * s))
    rp = R * x[:, None]
    d = np.sqrt(r**2 + rp**2 - 2 * r * rp * u)
    return density * 2 * pi * np.sum(
        R * wx[:, None] * wu * rp**2 * np.exp(-mu * d) / d)


for mu, r in ((0.7, 0.4), (3.0, 0.8), (0.7, 1.5), (3.0, 2.0)):
    assert abs(folded_direct(mu, r, 1.0) / folded_yukawa(mu, r, 1.0) - 1) < 1e-8


# Uehling potential per unit nuclear charge
def uehling_point(r):
    r = np.asarray(r)[:, None]
    return -2 * alpha / (3 * pi) * np.sum(
        spectral_weight * np.exp(-2 * c * t * r) / r, axis=1)


def uehling_sphere(r, R):
    r = np.asarray(r)[:, None]
    return -2 * alpha / (3 * pi) * np.sum(
        spectral_weight * folded_yukawa(2 * c * t, r, R), axis=1)


def log_grid(a, b, n):
    x, w = gauss(np.log(a), np.log(b), n)
    return np.exp(x), w * np.exp(x)


# Low-Z law, tested with hydrogenic functions for n = 1, 2, 3
r_pt, w_pt = log_grid(1e-9, 0.5, 360)
v_pt = uehling_point(r_pt)


def low_z(Z, n):
    return -4 * alpha**3 * Z**4 / (15 * pi * n**3)


def schrodinger_shift(Z, n):
    x = 2 * Z * r_pt / n
    radial = (2 * (Z / n)**1.5 / np.sqrt(n) / np.sqrt(n) * np.sqrt(n)
              * np.exp(-x / 2) * eval_genlaguerre(n - 1, 1, x) / np.sqrt(n))
    return Z * np.sum(w_pt * r_pt**2 * radial**2 * v_pt)


# The s-state normalization is checked on its own grid
r_norm, w_norm = log_grid(1e-8, 100.0, 400)
for n in (1, 2, 3):
    x = 2 * r_norm / n
    radial = 2 / n**2.5 * np.exp(-x / 2) * eval_genlaguerre(n - 1, 1, x)
    assert abs(np.sum(w_norm * r_norm**2 * radial**2) - 1) < 1e-9
slope = 25 * pi / 64


def s_shift(Z, n):
    x = 2 * Z * r_pt / n
    radial = 2 * Z**1.5 / n**2.5 * np.exp(-x / 2) * eval_genlaguerre(n - 1, 1, x)
    return Z * np.sum(w_pt * r_pt**2 * radial**2 * v_pt)


for n in (1, 2, 3):
    ratio = s_shift(1, n) / low_z(1, n)
    assert abs(ratio - (1 - slope * alpha)) < 3 * alpha**2
shift_2p = np.sum(w_pt * r_pt**4 * np.exp(-r_pt) / 24 * v_pt)
assert 0 < shift_2p / s_shift(1, 2) < alpha**2


# Point-nucleus Dirac 1s: one-dimensional formula against radial quadrature
def dirac_point_formula(Z):
    g = np.sqrt(1 - (Z * alpha)**2)
    return -2 * alpha * Z**2 / (3 * pi * g) * np.sum(
        spectral_weight * (Z * alpha / (Z * alpha + t))**(2 * g))


def dirac_point_density(Z, r):
    g = np.sqrt(1 - (Z * alpha)**2)
    return (2 * Z)**(2 * g + 1) * r**(2 * g) * np.exp(-2 * Z * r) / (
        gamma_function(2 * g + 1))


for Z in (1, 20, 63):
    direct = Z * np.sum(w_pt * dirac_point_density(Z, r_pt) * v_pt)
    assert abs(direct / dirac_point_formula(Z) - 1) < 1e-7
ratio_d1 = dirac_point_formula(1) / low_z(1, 1)
assert abs(ratio_d1 - (1 - slope * alpha)) < 10 * alpha**2

# Worked example: hydrogen-like europium with a uniform spherical nucleus
Z = 63
R_fm = 6.5
R = R_fm * 1e-15 / bohr
E_point = c**2 * (np.sqrt(1 - (Z * alpha)**2) - 1)


def sphere_coulomb(radius):
    def potential(r):
        if r < radius:
            return -Z / (2 * radius) * (3 - (r / radius)**2)
        return -Z / r
    return potential


def dirac_rhs(x, y, E, V):
    r = np.exp(x)
    k = E - V(r)
    return (y[0] + r * (k + 2 * c**2) / c * y[1], -y[1] - r * k / c * y[0])


def propagate(a, b, start, E, V, nodes):
    x_eval = np.append(nodes, b)
    return solve_ivp(dirac_rhs, (a, b), start, method="DOP853", rtol=1e-11,
                     atol=1e-16, args=(E, V), t_eval=x_eval).y


def solve_1s(V, radius):
    # segments end at the nuclear surface, the Compton length and far outside
    x = np.log([1e-4 * radius, radius, alpha, 35 / Z])
    none = np.array([])

    def branches(E, grids):
        r0 = np.exp(x[0])
        start = (1.0, -(E - V(r0)) * r0 / (3 * c))
        a = propagate(x[0], x[1], start, E, V, grids[0])
        b = propagate(x[1], x[2], a[:, -1], E, V, grids[1])
        decay = np.sqrt(-E * (2 + E / c**2))
        far = (1.0, -decay * c / (E + 2 * c**2))
        d = propagate(x[3], x[2], far, E, V, grids[2][::-1])
        return a, b, d

    def mismatch(E):
        _, b, d = branches(E, (none, none, none))
        o, i = b[:, -1], d[:, -1]
        return (o[0] * i[1] - o[1] * i[0]) / (np.hypot(*o) * np.hypot(*i))

    E = brentq(mismatch, E_point - 5, E_point + 10, xtol=1e-9)
    quad = [gauss(x[i], x[i + 1], 120) for i in range(3)]
    a, b, d = branches(E, [g[0] for g in quad])
    d = d * (b[0, -1] / d[0, -1])
    parts = [a[:, :-1], b[:, :-1], d[:, :-1][:, ::-1]]
    radii = [np.exp(g[0]) for g in quad]
    weights = [g[1] * rr * np.sum(f**2, axis=0)
               for g, rr, f in zip(quad, radii, parts)]
    norm = sum(np.sum(w) for w in weights)
    return E, radii, [w / norm for w in weights]


# Solver test: a very small nucleus must reproduce the point-nucleus results
R_tiny = 1e-4 * R
E_tiny, radii_tiny, dens_tiny = solve_1s(sphere_coulomb(R_tiny), R_tiny)
shift_tiny = Z * sum(np.sum(w * uehling_point(rr))
                     for rr, w in zip(radii_tiny, dens_tiny))
assert abs(E_tiny - E_point) < 2e-5
assert abs(shift_tiny / dirac_point_formula(Z) - 1) < 1e-5

# Full radial integral for the finite nucleus
coulomb = sphere_coulomb(R)
E_finite, radii, dens = solve_1s(coulomb, R)
pieces = [Z * np.sum(w * uehling_sphere(rr, R)) for rr, w in zip(radii, dens)]
shift_full = sum(pieces)

# The volume integral of V_U does not depend on nuclear size
r_in, w_in = log_grid(1e-4 * R, R, 120)
r_out, w_out = log_grid(R, 0.5, 240)
r_all, w_all = np.append(r_in, r_out), np.append(w_in, w_out)
v_all = uehling_sphere(r_all, R)
volume_sphere = np.sum(w_all * 4 * pi * r_all**2 * v_all)
assert abs(volume_sphere / (-4 * alpha**3 / 15) - 1) < 1e-6
shift_folded = Z * np.sum(w_all * dirac_point_density(Z, r_all) * v_all)

# First order against eigenvalues of the Dirac equation with +V_U and -V_U
x_spline = np.linspace(np.log(0.9e-4 * R), np.log(36 / Z), 700)
spline = CubicSpline(x_spline, Z * uehling_sphere(np.exp(x_spline), R))
E_plus = solve_1s(lambda r: coulomb(r) + float(spline(np.log(r))), R)[0]
E_minus = solve_1s(lambda r: coulomb(r) - float(spline(np.log(r))), R)[0]
shift_eigen = 0.5 * (E_plus - E_minus)
second_order = 0.5 * (E_plus + E_minus) - E_finite
assert abs(shift_eigen / shift_full - 1) < 1e-4
assert abs(second_order) < 0.01 * abs(shift_full)

shift_low = low_z(Z, 1)
shift_schr = s_shift(Z, 1)
shift_dirac = dirac_point_formula(Z)
assert abs(shift_schr) < abs(shift_low)          # finite range lowers it
assert abs(shift_dirac) > abs(shift_schr)        # relativity raises it
assert abs(shift_full) < abs(shift_folded) < abs(shift_dirac)  # size lowers it

print(f"alpha = {alpha:.9f}, c = {c:.6f} a.u.")
print(f"Int w/t^2 dt = {moment2:.8f}; Int w/t^3 dt = {moment3:.8f}")
print(f"coefficient 25 pi/64 = {slope:.6f}")
print("Subtracted vacuum response chi/q^2 (hbar=m=c=1): direct, spectral")
for q in (0.5, 2.0, 4.0):
    print(f"  q = {q}: {response_direct(q):.8f}, {response_spectral(q):.8f}")
print("Hydrogen, point nucleus, Schroedinger: low-Z law, integral (hartree), ratio")
for n in (1, 2, 3):
    a, b = low_z(1, n), s_shift(1, n)
    print(f"  {n}s: {a:.6e}, {b:.6e}, {b / a:.6f}")
print(f"  1 - (25 pi/64) alpha = {1 - slope * alpha:.6f}")
print(f"  2s low-Z law = {low_z(1, 2) * hartree_Hz / 1e6:.3f} MHz")
print(f"  2p/2s shift ratio = {shift_2p / s_shift(1, 2):.3e}")
print("Point nucleus 1s, ratio to low-Z law: Schroedinger, Dirac")
for zz in (1, 10, 20, 40, 63):
    print(f"  Z = {zz}: {s_shift(zz, 1) / low_z(zz, 1):.5f}, "
          f"{dirac_point_formula(zz) / low_z(zz, 1):.5f}")
print(f"Eu 1s: Z = {Z}, Z alpha = {Z * alpha:.6f}, "
      f"gamma = {np.sqrt(1 - (Z * alpha)**2):.6f}")
print(f"R = {R_fm} fm = {R:.6e} bohr; R/Compton length = {R / alpha:.6f}")
print(f"Dirac energy, point nucleus  = {E_point:.5f} hartree")
print(f"Dirac energy, finite nucleus = {E_finite:.5f} hartree")
print(f"nuclear-size energy shift    = {E_finite - E_point:.5f} hartree")
print("V_U (hartree) and V_U/V_Coulomb, finite nucleus")
for name, rr in (("R", R), ("Compton length", alpha), ("1/Z", 1 / Z)):
    v = Z * uehling_sphere([rr], R)[0]
    print(f"  r = {name}: {v:.5e}, {v / coulomb(rr):.4e}")
print("Uehling shift of Eu 1s (hartree)")
print(f"  low-Z law                       = {shift_low:.6f}")
print(f"  Schroedinger, point nucleus     = {shift_schr:.6f}")
print(f"  Dirac, point nucleus            = {shift_dirac:.6f}")
print(f"  folded V_U, point-Dirac density = {shift_folded:.6f}")
print(f"  full finite-nucleus integral    = {shift_full:.6f}")
print(f"  full result in eV               = {shift_full * hartree_eV:.4f}")
print(f"  half difference of eigenvalues  = {shift_eigen:.6f}")
print(f"  second-order energy             = {second_order:.2e}")
print(f"full/low-Z ratio = {shift_full / shift_low:.5f}")
print(f"size effect on the shift = {100 * (shift_full / shift_dirac - 1):.3f} %")
print(f"share from r < R = {100 * pieces[0] / shift_full:.3f} %")
print(f"share from r < Compton length = "
      f"{100 * (pieces[0] + pieces[1]) / shift_full:.2f} %")
print("PASS")
```

It prints:

```
alpha = 0.007297353, c = 137.035999 a.u.
Int w/t^2 dt = 0.40000000; Int w/t^3 dt = 0.24543693
coefficient 25 pi/64 = 1.227185
Subtracted vacuum response chi/q^2 (hbar=m=c=1): direct, spectral
  q = 0.5: 0.00041127, 0.00041127
  q = 2.0: 0.00489537, 0.00489537
  q = 4.0: 0.01188744, 0.01188744
Hydrogen, point nucleus, Schroedinger: low-Z law, integral (hartree), ratio
  1s: -3.298488e-08, -3.269173e-08, 0.991113
  2s: -4.123109e-09, -4.086432e-09, 0.991104
  3s: -1.221662e-09, -1.210793e-09, 0.991103
  1 - (25 pi/64) alpha = 0.991045
  2s low-Z law = -27.129 MHz
  2p/2s shift ratio = 2.847e-06
Point nucleus 1s, ratio to low-Z law: Schroedinger, Dirac
  Z = 1: 0.99111, 0.99143
  Z = 10: 0.91683, 0.93544
  Z = 20: 0.84478, 0.90343
  Z = 40: 0.72646, 0.90783
  Z = 63: 0.62147, 1.02723
Eu 1s: Z = 63, Z alpha = 0.459733, gamma = 0.888057
R = 6.5 fm = 1.228322e-04 bohr; R/Compton length = 0.016832
Dirac energy, point nucleus  = -2102.16102 hartree
Dirac energy, finite nucleus = -2101.83516 hartree
nuclear-size energy shift    = 0.32587 hartree
V_U (hartree) and V_U/V_Coulomb, finite nucleus
  r = R: -2.26616e+03, 4.4184e-03
  r = Compton length: -4.80513e-01, 5.5658e-05
  r = 1/Z: -9.49763e-03, 2.3930e-06
Uehling shift of Eu 1s (hartree)
  low-Z law                       = -0.519609
  Schroedinger, point nucleus     = -0.322922
  Dirac, point nucleus            = -0.533760
  folded V_U, point-Dirac density = -0.532502
  full finite-nucleus integral    = -0.530268
  full result in eV               = -14.4293
  half difference of eigenvalues  = -0.530269
  second-order energy             = -5.10e-04
full/low-Z ratio = 1.02051
size effect on the shift = -0.654 %
share from r < R = 1.011 %
share from r < Compton length = 94.36 %
PASS
```
